Child-Law Sheath Growth Under a Linearly Rising Implantation Bias

**Problem**

A planar target at x = 0 faces a uniform plasma of cold, singly charged ions of mass M and density n0. From t = 0 the target is held at potential −V(t), with V = Rt and R > 0. Electrons are expelled from 0 < x < s(t). At the sheath edge x = s both the potential and the electric field vanish. In the quasi-static model the ions uncovered by the moving edge supply the Child-law current, and the Bohm flux from the plasma is left out:

e n0 ds/dt = (4/9) ε0 √(2e/M) V^(3/2)/s².

(a) Integrate this equation from an arbitrary start s(t0) = s0, and show that s grows as t^(5/6) at late times.

(b) Compare the result with the sheath that forms if the ions have not yet moved.

(c) Starting from the ion motion, show why the model requires times well after one ion plasma period, and find the leading correction.

(d) Find what ends the regime at long times.

(e) Evaluate the law for N2⁺ ions, n0 = 10¹⁰ cm⁻³, electron temperature Te = 2 eV and a ramp to 40 kV in 2 µs. Estimate the neglected effects.

**Solution**

**(a) Integration**

Insert V = Rt and multiply by s²/(e n0):

s² ds/dt = (4/9)(ε0/(e n0)) √(2e/M) R^(3/2) t^(3/2).

The left side integrates to (s³ − s0³)/3, and t^(3/2) integrates to (2/5)t^(5/2). Multiplying by 3 gives

s³ = s0³ + A[t^(5/2) − t0^(5/2)],
A = (8/15)(ε0/(e n0)) √(2e/M) R^(3/2).

The constants s0³ and A t0^(5/2) become negligible beside A t^(5/2), so

s → A^(1/3) t^(5/6), with A^(1/3) ∝ R^(1/2).

If s(0) = 0, the equation gives this power from the first instant. The restriction to late times must therefore come from the validity of the equation, not from its integration.

**(b) The matrix sheath**

While the ions are still at rest, their density in the sheath is n0. The field magnitude is then e n0(s − x)/ε0, and its integral from 0 to s is V = e n0 s²/(2ε0). This matrix sheath has thickness

s_m = √(2ε0Rt/(e n0)) ∝ t^(1/2).

Define the ion plasma frequency ω = √(e²n0/(ε0M)) and divide the late law by s_m³:

A t^(5/2)/s_m³ = (8/15) t √(2e/M) (ε0/(e n0)) (e n0/(2ε0))^(3/2)
= (8/15)(t/2) √(e²n0/(ε0M))
= 4ωt/15.

Hence

s = s_m (4ωt/15)^(1/3).

The two thicknesses are equal at ωt = 15/4. If the quasi-static equation is started from a matrix sheath at t0, part (a) gives

s³/(A t^(5/2)) = 1 + (t0/t)^(5/2) [15/(4ωt0) − 1].

The starting thickness is forgotten quickly, but this does not show that Child's law already holds at t0.

**(c) Ion motion and the late-time condition**

Let an ion start at x0. By Gauss's law, the field on it is set by the charge between it and the edge. If ions do not overtake one another, that charge per area is e n0(s − x0), and

d²x/dt² = −ω²(s − x0).

A layer of charge e n0 dx0 at x adds a field e n0 dx0/ε0 between the target and x. The bias is therefore (e n0/ε0)∫x dx0 over the ions in flight.

Use T = ωt and the length unit L = √(ε0R/(e n0ω)). With capitals for scaled lengths and primes for d/dT,

X'' = −[S(T) − X0], ∫X dX0 = T.

No parameter remains. For an ion released at T0, where S(T0) = X0, two integrations give

X = X0 − ∫[T0 to T] (T − T')[S(T') − X0] dT'.

Differentiate with respect to X0 at fixed T. The moving lower limit contributes nothing, because the bracket vanishes there. With θ = T − T0,

∂X/∂X0 = 1 + θ²/2 > 0.

Neighbouring ions move apart, so the assumption of no overtaking is consistent.

Now suppose that the edge speed u = S' changes little during one ion flight. Then S(T') − X0 ≈ u(T' − T0), and the double integral is uθ³/6. Also X0 ≈ S − uθ, where uθ is small beside S for long flights. To leading order

X = S − uθ³/6.

The ion reaches the target after the transit time τ = (6S/u)^(1/3). Since |dX0| = u dθ, the bias condition is

T = ∫[0 to τ] (S − uθ³/6) u dθ = uSτ − u²τ⁴/24 = (3/4)uSτ,

where uτ³ = 6S was used in the last step. Cubing and inserting τ³ gives T³ = (81/32)u²S⁴, or

S²u = (4√2/9) T^(3/2).

Multiplying both sides by L³ω restores the units and gives the equation of part (a). Child's law is thus the slow-edge limit of the ion motion.

On the ramp S ∝ T^(5/6), so u = 5S/(6T) and

τ³ = 36T/5, τ/T = (36/5)^(1/3) T^(−2/3) ≈ 1.93 T^(−2/3).

The quasi-static condition τ ≪ T therefore means (ωt)^(2/3) ≫ 1.93. One plasma period, T = 2π, does not satisfy it.

For the leading correction, keep w = S''. During the flight

X0 = S − uθ + wθ²/2, |dX0| = (u − wθ) dθ,

and at a time φ after release

S(T − θ + φ) − X0 = (u − wθ)φ + wφ²/2.

The weight (θ − φ) turns φ into θ³/6 and φ²/2 into θ⁴/24. Hence

X = S − uθ − uθ³/6 + wθ⁴/8.

The term wθ²/2 has been dropped because it is smaller than wθ⁴ by a factor of order 1/τ². In the bias integral the upper limit may stay at τ = (6S/u)^(1/3), since X vanishes there to leading order and the shift matters only at second order. The contributions are

leading part: u²τ⁴/8
from −uθ: −u²τ²/2
from +wθ⁴/8: +uwτ⁵/40
from −wθ in |dX0|: −w(Sτ²/2 − uτ⁵/30) = −uwτ⁵/20.

Their sum is

T = (u²τ⁴/8)[1 − 4/τ² − wτ/(5u)].

Since u ∝ T^(−1/6), w/u = −1/(6T). The last term is then +τ/(30T) = 0.24/τ², using 1/T = 7.2/τ³. The bracket is 1 − 3.76/τ². Raising the relation to the power 3/2 gives, to first order,

S²S' = (4√2/9) T^(3/2) [1 + 5.64/(7.2T)^(2/3)].

The correction integrates to (6/11)T^(11/6), against (2/5)T^(5/2) for the main term, a ratio of coefficients of 15/11. Taking the cube root divides the small correction by 3:

S/S_law = 1 + c T^(−2/3), c = (5/11)(5.64)/7.2^(2/3) = 0.6875.

The local exponent is

d ln S/d ln T ≈ 5/6 − (2/3)c T^(−2/3).

The scaled ion equation and bias condition were also solved numerically by following moving ion sheets, without using Child's law. The numerical output gives a thickness 20% above the law at T = 2π, with local exponent 0.725. At T = 100 the excess is 3.2% and the exponent 0.813; at T = 400 they are 1.3% and 0.825. Extrapolation of the excess gives c = 0.6875, in agreement with the expansion. The approach to 5/6 = 0.833 is slow because the correction falls only as T^(−2/3).

**(d) The long-time limit**

The edge speed on the law is

ds/dt = 5s/(6t) ∝ t^(−1/6).

The Bohm speed u_B = √(eTe/M), with Te in volts, stays constant. A simple estimate, with n0 taken as the density at the sheath edge, includes the Bohm flux by replacing ds/dt by ds/dt + u_B in the sheath equation. This sum is an interpolation. A disturbance travels into the plasma at about u_B, so in a plasma that was uniform and at rest before the pulse, an edge moving much faster meets ions still nearly at rest, and the added flux is then an overestimate. A presheath already present before the pulse changes this: its ions are drifting and its density is not uniform. Once u_B dominates,

s² ≈ (4/9)(ε0/(e n0)) √(2e/M) (Rt)^(3/2)/u_B,

so s ∝ t^(3/4). The prefactor assumes the density n0 at the edge. In a large plasma that was uniform and at rest, a rarefaction runs ahead of a subsonic edge and lowers that density toward n0/e, which raises s by a factor of up to e^(1/2) ≈ 1.65. The 5/6 law is an intermediate regime: the time must be long compared with the ion response, yet the edge must still outrun the Bohm flow. With u_B = ωλ_D and s_m² = 2λ_D²Rt/Te, where λ_D is the Debye length, the law gives (ds/dt)/u_B = 0.76 √(R/(ωTe)) (ωt)^(−1/6), so the edge slows to u_B at ωt ≈ 0.19 (R/(ωTe))³. The regime therefore exists only if R is large compared with ωTe. In part (e) R/(ωTe) = 400, but at n0 = 10¹¹ cm⁻³ and 0.5 kV/µs it is 3.2, the crossing comes at ωt ≈ 6, and no 5/6 regime is left.

**(e) Nitrogen implantation**

The ion plasma frequency is 2.497 × 10⁷ rad/s and its period 0.252 µs. At the end of the ramp ωt = 49.9 and s_m = 2.103 cm. Therefore

s = 2.103 cm × (4 × 49.93/15)^(1/3) = 2.103 cm × 2.370 = 4.98 cm.

The edge speed is 5 × 4.984 cm/(6 × 2 µs) = 2.08 cm/µs, and the current density e n0 ds/dt is 3.33 mA/cm². This is not the supply current. The full ion dynamics gives 3.36 mA/cm², of which 3.28 is ions reaching the target and 0.08 is displacement current, and a secondary yield of 4 raises the total to about 16.5 mA/cm². Ions arriving at the end of the ramp carry about 93% of eV. About 60% of this deficit comes from the motion of the edge and remains at constant bias, where ions with the same transit time carry about 95% of eV; the rest comes from the rise of the bias during the flight. Starting the quasi-static equation from a matrix sheath at one period changes the final thickness only from 4.984 to 4.980 cm.

The field at the target follows from the leading ion motion. The distance from the edge is uθ³/6 and the field is proportional to uθ, so the field grows as the cube root of that distance. Integration gives V = (3/4)E_w s, or E_w = 4V/(3s) = 10.7 kV/cm. The ions in flight number ε0E_w/e per area. Relative to the n0s = 4.98 × 10¹⁰ cm⁻² uncovered, they are the fraction

4ε0V/(3e n0s²) = (2/3)(s_m/s)² ≈ 12% to leading order.

The full ion dynamics at ωt = 49.9 gives 10.6 kV/cm, a fraction of 11.2% and a transit time of 0.276 µs, with a local exponent of 0.80 rather than 5/6. The uncovered number is thus not yet the implanted dose.

The neglected effects, each taken separately and relative to 4.98 cm, are as follows.

- Ion inertia raises the thickness by 5.0%, from the moving-sheet solution. The leading transit time is 0.285 µs, about 14% of the ramp.
- Bohm flux, added in full as in part (d), lowers it by 3.8%. For a plasma that is uniform and at rest before the pulse this is an upper estimate and the true change is close to zero, because the final edge speed is still 7.9 times u_B. On a continued ramp the two speeds would become equal only after about 7.9⁶ ≈ 2 × 10⁵ ramp times on the 5/6 law, or about 5 × 10⁴ with the Bohm flux included in the equation, so here the end of the ramp, not the Bohm flow, ends the 5/6 growth. That crossing is out of physical reach, since on the law it needs about 10¹⁰ V. On a continued ramp the law reaches the 15 cm target radius used below after about 4 ramp times and one charge-exchange free path after about 10, so geometry and collisions would end it first.
- Curvature lowers it by 10.2% if the target is a sphere of radius a = 15 cm.
- Charge exchange affects some ions: at 0.3 mTorr and 300 K, with a rough cross section of 3 × 10⁻¹⁵ cm², the free path is about 35 cm and the sheath is 0.14 free paths thick. About 13% of the ions crossing the final sheath exchange charge. To first order in thickness over free path, the added slow ions lower the thickness by about 0.6%.
- Secondary electrons, for a rough yield of 4, carry about 1.1% of the ion charge in the sheath. This estimate multiplies the yield by the ratio of electron to ion transit times in the Child potential.
- The Debye length is 0.0105 cm. An initial floating sheath is about 6 to 10 Debye lengths thick, or 1 to 2% of the final thickness. Its thickness enters through s0³ and changes the final thickness by a few parts in 10⁶. If the ramp is applied on top of the floating drop of about 9 V, that drop adds to V and raises the thickness by about 2 parts in 10⁴.

The curvature estimate uses steady radial ion flow. Let φ be the potential drop from the edge and g = ln((a + s)/r). For total current I, write

I = (16πε0/9) √(2e/M) φ^(3/2)/b².

Thus φ ∝ b^(4/3). Poisson's equation, r²∇²φ = I/(4πε0√(2eφ/M)), with r²∇²φ = d²φ/dg² − dφ/dg, becomes

(db/dg)² + 3b d²b/dg² − 3b db/dg = 1, b ≈ g near the edge.

Equating I to 4π(a + s)²e n0 ds/dt replaces s² in the planar equation by (a + s)²b², with b taken at r = a. Numerical integration then gives 4.47 cm.

These inputs are rough, typical values for nitrogen plasma implantation. A real plasma may contain N⁺ as well as N2⁺, its density need not be uniform, and its bias need not rise linearly. Since s ∝ M^(−1/6), pure N⁺ gives a sheath 12% thicker on the law (11% with ion inertia), and an equal mixture of the two ions one about 5% thicker. A presheath present before the pulse matters as much as any effect listed above: in an isothermal, ionization-fed presheath of half-width 15 to 100 cm, the final thickness changes by −9 to −16% if n0 is the sheath-edge density, and by +6 to +14% if n0 is the bulk density. For a uniform N2⁺ plasma and this 15 cm sphere, curvature gives the largest of the thickness changes in the list above, about 10%. It grows to about 22% for a radius of 5 cm and falls below the 5% from ion inertia for radii above about 35 cm; edges and corners need a calculation in their own geometry. If the bias is held constant after the ramp, the same equation makes s³ grow linearly in time, so the 5/6 law must not be carried beyond the rise. That linear growth lasts only while the edge outruns the Bohm flow. In a planar, collisionless plasma that was uniform and at rest, the edge is still at 1.4 u_B after 10 µs of hold, so the linear law (11.9 cm) holds. The edge slows to u_B at 14.0 cm, after about 17 µs. It then keeps growing, to about 17 cm after 30 µs, because a rarefaction lowers the density at the edge; in this planar model the growth slows toward 14.0 cm × e^(1/2) ≈ 23 cm. Only if the edge density is kept at n0 with Bohm inflow, as in part (d), does the sheath level off at 14.0 cm, reaching 10.3 cm after 10 µs. At that size neither assumption is good: 14 cm is 0.4 charge-exchange free paths, and for the 15 cm sphere the steady thickness with edge density n0 is 9.5 cm.

Values computed for the example and the checks

```
EXACT COLD-ION DYNAMICS (T = ion plasma frequency x time)
T=  1.00: thickness/law 1.6475, local exponent 0.5857
T=  6.28: thickness/law 1.1982, local exponent 0.7250
T= 20.00: thickness/law 1.0925, local exponent 0.7773
T=100.00: thickness/law 1.0318, local exponent 0.8128
T=400.00: thickness/law 1.0126, local exponent 0.8250
predicted exponent at T=400: 0.8249; 5/6 = 0.8333
correction coefficient c: theory 0.6875, measured 0.6875
transit time at T=450: measured 14.688, leading law 14.797
stored ion fraction at T=450: measured 0.0270, leading law 0.0274
largest relative change on halving the step: 3.1e-05
largest relative error of ion-spreading formula: 2.6e-05
WORKED EXAMPLE (rough typical inputs)
ion mass 28.01 u; plasma density 1.0e+10 cm^-3
electron temperature 2.0 eV; final bias 40.0 kV
ramp time 2.0 us; ramp rate 20.0 kV/us
ion plasma frequency 2.4966e+07 rad/s; period 0.2517 us
T at ramp end: 49.93
law/matrix crossing time: 0.1502 us
t=0.5 us: matrix 1.051 cm, Child ramp law 1.570 cm
t=1.0 us: matrix 1.487 cm, Child ramp law 2.797 cm
t=2.0 us: matrix 2.103 cm, Child ramp law 4.984 cm
final thickness if matrix sheath at one period: 4.980 cm
final edge speed 2.077 cm/us
final ion current density 3.327 mA/cm^2
final wall field 10.70 kV/cm
uncovered ions per area 4.984e+10 cm^-2
NEGLECTED EFFECTS AT RAMP END
ion inertia: thickness change +5.05 %
leading transit time 0.285 us
leading stored ion fraction 11.87 %
Bohm speed 0.2625 cm/us; edge/Bohm 7.91
Bohm flux: thickness 4.794 cm, change -3.81 %
sphere radius 15.0 cm: thickness 4.475 cm, change -10.21 %
gas 0.3 mTorr at 300 K; charge-exchange cross section 3.0e-15 cm^2
free path 34.5 cm; thickness/path 0.144
secondary yield 4.0; electron/ion sheath charge 1.06 %
Debye length 0.0105 cm; Debye/final thickness 0.21 %
```
